# Rayleigh depletion of a finite, stirred liquid alloy sputter target: a numerical check

```python
"""Rayleigh depletion of a finite, stirred liquid alloy under sputtering.

Result under test: N_A/N_A0 = (N_B/N_B0)**r, with r = Y_A/Y_B constant.
N_A, N_B : atoms left in the pool; x = N_A/(N_A+N_B); f = N/N0
Y_A, Y_B : component yields (atoms per ion per unit bulk fraction)
y        : fraction of A among the atoms emitted at a given moment
Example  : A = In, B = Sn; material inputs are rough typical values.
"""
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

YIELD_A, YIELD_B = 1.5, 1.2
RATIO = YIELD_A / YIELD_B
X0 = 0.90


def emitted(x, ratio=RATIO):
    return ratio * x / (ratio * x + 1 - x)


def rayleigh_state(f, ratio=RATIO, x0=X0):
    """Amounts of A and B per initial atom, from the power law."""
    b = brentq(lambda s: x0 * s**ratio + (1 - x0) * s - f, 0, 1, xtol=1e-14)
    return x0 * b**ratio, (1 - x0) * b


def integrate_balance(yields, f_stop, x0=X0):
    """Integrate the atom balances over ions per initial atom, down to f_stop."""
    def rhs(dose, n):
        x = n[0] / (n[0] + n[1])
        ya, yb = yields(x, dose)
        return [-ya * x, -yb * (1 - x)]

    def reached(dose, n):
        return n[0] + n[1] - f_stop
    reached.terminal = True
    sol = solve_ivp(rhs, (0, 20), [x0, 1 - x0], method="DOP853", events=reached,
                    rtol=1e-11, atol=1e-13, max_step=0.02)
    assert sol.status == 1
    return sol.t_events[0][0], sol.y_events[0][0][0], sol.y_events[0][0][1]


def law_residual(a, b, ratio, x0=X0):
    return np.log(a / x0) - ratio * np.log(b / (1 - x0))


def constant_yields(x, dose):
    return YIELD_A, YIELD_B


# Power law, composition relation and ion dose against direct integration.
FRACTIONS = (0.5, 0.2, 0.1)
for f in FRACTIONS:
    dose, a, b = integrate_balance(constant_yields, f)
    a_law, b_law = rayleigh_state(f)
    assert abs(a - a_law) < 1e-8 and abs(b - b_law) < 1e-8
    x = a / (a + b)
    f_closed = ((x / X0) * ((1 - X0) / (1 - x))**RATIO)**(1 / (RATIO - 1))
    assert abs(f_closed - f) < 1e-6
    dose_law = (X0 - a_law) / YIELD_A + (1 - X0 - b_law) / YIELD_B
    assert abs(dose - dose_law) < 1e-8


# A common drift of both yields leaves the power law but breaks the dose law.
def drifting_yields(x, dose):
    common = 1 + 0.4 * np.sin(9 * dose)
    return YIELD_A * common, YIELD_B * common


dose, a, b = integrate_balance(drifting_yields, 0.1)
assert abs(law_residual(a, b, RATIO)) < 1e-7
assert abs(dose - (X0 - a) / YIELD_A - (1 - X0 - b) / YIELD_B) > 0.01


# Segregation: a share of the emission comes from the first layer,
# the rest from layers with the bulk composition.
def segregated_yields(enrichment, first_layer_share):
    def yields(x, dose):
        xs = enrichment * x / (enrichment * x + 1 - x)
        source = first_layer_share * xs + (1 - first_layer_share) * x
        return YIELD_A * source / x, YIELD_B * (1 - source) / (1 - x)
    return yields


_, a, b = integrate_balance(segregated_yields(3.0, 1.0), 0.1)
assert abs(law_residual(a, b, 3.0 * RATIO)) < 1e-6
mixed = segregated_yields(3.0, 0.85)
ya, yb = mixed(X0, 0)
_, a, b = integrate_balance(mixed, 0.1)
assert abs(law_residual(a, b, ya / yb)) > 0.01

# Atom-by-atom simulation: two random surface atoms are tried per ion,
# each leaving with half its component yield as probability.
draw = random.Random(7).random
start_each = 200000
count_a = count_b = start_each
trials = 0
while count_a + count_b > 0.2 * 2 * start_each:
    trials += 1
    if draw() * (count_a + count_b) < count_a:
        if draw() < YIELD_A / 2:
            count_a -= 1
    elif draw() < YIELD_B / 2:
        count_b -= 1
log_a, log_b = np.log(count_a / start_each), np.log(count_b / start_each)
mc_ratio = log_a / log_b
# 0.03 is about four standard deviations of the counting noise.
assert abs(log_a - RATIO * log_b) < 0.03
mc_dose = (start_each - count_a) / YIELD_A + (start_each - count_b) / YIELD_B
assert abs(trials / 2 / mc_dose - 1) < 0.01


def unstirred_pool(peclet, f_stop, cells):
    """Diffusion below a receding surface; lengths in units of initial depth.

    The grid shrinks with the pool. Returns mean and surface fraction of A.
    """
    diffusivity = 1 / peclet
    height = np.arange(cells + 1) / cells

    def surface_fraction(top, depth):
        s = top
        for _ in range(12):
            s = top - (emitted(s) - s) * depth / (2 * cells * diffusivity)
        return s

    def rhs(removed, x):
        depth = 1 - removed
        flux = np.zeros(cells + 1)
        flux[1:-1] = (height[1:-1] * (x[1:] + x[:-1]) / 2
                      - diffusivity * (x[1:] - x[:-1]) * cells / depth)
        flux[-1] = emitted(surface_fraction(x[-1], depth))
        return (flux[:-1] - flux[1:]) * cells / depth + x / depth

    sol = solve_ivp(rhs, (0, 1 - f_stop), np.full(cells, X0), method="LSODA",
                    lband=1, uband=1, rtol=1e-8, atol=1e-10)
    assert sol.success
    last = sol.y[:, -1]
    return last.mean(), surface_fraction(last[-1], f_stop)


# Slow diffusion: the solid-target limit, emission returns to the bulk fraction.
_, solid_surface = unstirred_pool(40.0, 0.5, 100)
assert abs(emitted(solid_surface) - X0) < 0.05 * (emitted(X0) - X0)
solid_surface_law = X0 / (X0 + RATIO * (1 - X0))
assert abs(solid_surface - solid_surface_law) < 1e-3

# Worked example: liquid In-Sn pool.
mass_g, area_cm2, temperature = 100.0, 20.0, 473.0
current_A, ion_energy_eV = 0.2, 500.0
density, diffusion_cm2s = 7.0, 2.0e-5
mass_in, mass_sn = 114.818, 118.710
mean_mass = X0 * mass_in + (1 - X0) * mass_sn
atoms = mass_g / mean_mass * const.N_A
number_density = density / mean_mass * const.N_A
depth_cm = mass_g / density / area_cm2
ions_per_s = current_A / const.e
start_yield = X0 * YIELD_A + (1 - X0) * YIELD_B
sputter_flux = ions_per_s * start_yield / area_cm2
recession = sputter_flux / number_density
peclet = recession * depth_cm / diffusion_cm2s

print(f"component yields In, Sn: {YIELD_A}, {YIELD_B} atoms/ion")
print(f"yield ratio r: {RATIO:.3f}")
print(f"pool: {mass_g:.0f} g, {area_cm2:.0f} cm2, {temperature:.0f} K")
print(f"ion current: {current_A} A; ion energy: {ion_energy_eV:.0f} eV")
print(f"density: {density} g/cm3; diffusivity: {diffusion_cm2s:.1e} cm2/s")
print(f"initial atoms: {atoms:.3e}")
print(f"ions per second: {ions_per_s:.3e} 1/s")
print(f"initial depth: {10 * depth_cm:.2f} mm")
print(f"initial total yield: {start_yield:.3f} atoms/ion")
print(f"initial In in pool, emission: {100*X0:.2f}, {100*emitted(X0):.2f} at%")
for f in FRACTIONS:
    a, b = rayleigh_state(f)
    x = a / f
    film = (X0 - a) / (1 - f)
    dose = (X0 - a) / YIELD_A + (1 - X0 - b) / YIELD_B
    print(f"at {100*f:.0f} % of atoms remaining:")
    print(f"  In left, Sn left: {100*a/X0:.2f}, {100*b/(1-X0):.2f} % of own start")
    print(f"  In in pool, emission: {100*x:.2f}, {100*emitted(x):.2f} at%")
    print(f"  In in all emitted atoms: {100*film:.2f} at%")
    print(f"  time: {dose*atoms/ions_per_s/3600:.2f} h")
end_dose = X0 / YIELD_A + (1 - X0) / YIELD_B
print(f"exhaustion time: {end_dose*atoms/ions_per_s/3600:.2f} h")
print(f"random simulation, ratio of logs: {mc_ratio:.4f}")
print(f"solid limit, In at surface: {100*solid_surface:.2f} at%")
print(f"solid limit, In in emission: {100*emitted(solid_surface):.2f} at%")

# Size of the neglected effects, for the example's own numbers.
x_end = rayleigh_state(0.1)[0] / 0.1
mean_half, surface_half = unstirred_pool(peclet, 0.5, 50)
offset = mean_half - surface_half
offset_law = peclet * 0.5 * (emitted(mean_half) - mean_half) / 3
# The estimate is leading order in the Peclet number, which is near 0.1.
assert abs(offset / offset_law - 1) < 0.1
mean_coarse, _ = unstirred_pool(peclet, 0.1, 25)
mean_fine, _ = unstirred_pool(peclet, 0.1, 50)
assert abs(mean_fine - x_end) < 1e-3
print(f"surface recession: {recession*1e7:.1f} nm/s; Peclet: {peclet:.4f}")
print(f"no stirring, mean-surface In at 50 %: {100*offset:.4f} at%")
print(f"  small-Peclet estimate: {100*offset_law:.4f} at%")
print(f"no stirring, pool In shift at 10 %: {100*(mean_fine-x_end):.4f} at%")
print(f"  mesh shift, 25 to 50 cells: {100*(mean_fine-mean_coarse):.1e} at%")

tension_gap = 0.010
site_area = (number_density * 1e6)**(-2 / 3)
enrichment = np.exp(tension_gap * site_area / (const.k * temperature))
share = 0.85
weak = segregated_yields(enrichment, share)
ya, yb = weak(X0, 0)
_, a, b = integrate_balance(weak, 0.1)
a_fixed, _ = rayleigh_state(0.1, ya / yb)
print(f"surface-tension gap: {1e3*tension_gap:.0f} mN/m; K: {enrichment:.3f}")
print(f"first-layer share: {share}; initial r with K: {ya/yb:.3f}")
print(f"pool In at 10 % with segregation: {1000*a:.2f} at%")
print(f"  same with r held at initial value: {1000*a_fixed:.2f} at%")
for trial_ratio in (RATIO - 0.1, RATIO + 0.1):
    trial_x = rayleigh_state(0.1, trial_ratio)[0] / 0.1
    print(f"pool In at 10 % for r = {trial_ratio:.2f}: {100*trial_x:.2f} at%")

latent_eV, boiling_K = 2.4, 2300.0


def evaporation_share(temp):
    """Evaporation of pure In relative to the initial sputter flux."""
    pressure = const.atm * np.exp(-latent_eV * const.e / const.k
                                  * (1 / temp - 1 / boiling_K))
    flux = pressure / np.sqrt(2 * np.pi * mass_in * const.atomic_mass
                              * const.k * temp)
    return flux / (sputter_flux * 1e4)


hot = brentq(lambda temp: evaporation_share(temp) - 0.01, 400, 2000)
conductivity, tension = 40.0, 0.55
heat_flux = current_A * ion_energy_eV / (area_cm2 * 1e-4)
temperature_drop = heat_flux * depth_cm * 1e-2 / conductivity
capillary = np.sqrt(tension / (density * 1e3 * const.g))
print(f"evaporation/sputtering at {temperature:.0f} K: "
      f"{evaporation_share(temperature):.1e}")
print(f"evaporation reaches 1 % of sputtering at: {hot:.0f} K")
print(f"temperature drop across pool: {temperature_drop:.1f} K")
print(f"capillary length: {1e3*capillary:.2f} mm")
print("tests ok")
```

It prints:

```
component yields In, Sn: 1.5, 1.2 atoms/ion
yield ratio r: 1.250
pool: 100 g, 20 cm2, 473 K
ion current: 0.2 A; ion energy: 500 eV
density: 7.0 g/cm3; diffusivity: 2.0e-05 cm2/s
initial atoms: 5.227e+23
ions per second: 1.248e+18 1/s
initial depth: 7.14 mm
initial total yield: 1.470 atoms/ion
initial In in pool, emission: 90.00, 91.84 at%
at 50 % of atoms remaining:
  In left, Sn left: 49.25, 56.75 % of own start
  In in pool, emission: 88.65, 90.71 at%
  In in all emitted atoms: 91.35 at%
  time: 39.61 h
at 20 % of atoms remaining:
  In left, Sn left: 19.25, 26.76 % of own start
  In in pool, emission: 86.62, 89.00 at%
  In in all emitted atoms: 90.85 at%
  time: 63.46 h
at 10 % of atoms remaining:
  In left, Sn left: 9.43, 15.12 % of own start
  In in pool, emission: 84.88, 87.52 at%
  In in all emitted atoms: 90.57 at%
  time: 71.44 h
exhaustion time: 79.48 h
random simulation, ratio of logs: 1.2487
solid limit, In at surface: 87.81 at%
solid limit, In in emission: 90.00 at%
surface recession: 25.1 nm/s; Peclet: 0.0896
no stirring, mean-surface In at 50 %: 0.0306 at%
  small-Peclet estimate: 0.0307 at%
no stirring, pool In shift at 10 %: 0.0590 at%
  mesh shift, 25 to 50 cells: -3.7e-05 at%
surface-tension gap: 10 mN/m; K: 1.149
first-layer share: 0.85; initial r with K: 1.405
pool In at 10 % with segregation: 81.84 at%
  same with r held at initial value: 81.84 at%
pool In at 10 % for r = 1.15: 86.90 at%
pool In at 10 % for r = 1.35: 82.91 at%
evaporation/sputtering at 473 K: 6.1e-15
evaporation reaches 1 % of sputtering at: 915 K
temperature drop across pool: 8.9 K
capillary length: 2.83 mm
tests ok
```
